# Orbital rotations by matrix exponentials, with the orbital gradient and Hessian

If an optimizer changes orbital coefficients freely, the orbitals stop being orthonormal, and an energy formula that assumes orthonormality no longer gives the energy of the state. Writing the change as the exponential of an anti-Hermitian matrix removes the constraint, but introduces a sign and an index order that must agree between the coefficient update and the derivatives. If the coefficients are updated with $e^{+\kappa}$ while the gradient belongs to $e^{-\kappa}$, a descent step becomes, to first order, an ascent step. The formulas below fix both conventions.

## 1. Transformation of the operators

Let $a_p^\dagger,a_p$ belong to a finite orthonormal set of spin orbitals $\phi_p$, with $\{a_p,a_q^\dagger\}=\delta_{pq}$ and all other anticommutators zero. Define

$$\hat\kappa=\sum_{pq}\kappa_{pq}a_p^\dagger a_q,\qquad \kappa^\dagger=-\kappa .$$

Moving $a_p^\dagger$ to the left of $a_s$ gives

$$[a_r^\dagger a_s,a_p^\dagger]=a_r^\dagger(\delta_{sp}-a_p^\dagger a_s)-a_p^\dagger a_r^\dagger a_s=\delta_{sp}a_r^\dagger ,$$

because $a_r^\dagger a_p^\dagger=-a_p^\dagger a_r^\dagger$. Similarly,

$$[a_r^\dagger a_s,a_p]=a_r^\dagger a_sa_p-(\delta_{pr}-a_r^\dagger a_p)a_s=-\delta_{pr}a_s .$$

Hence

$$[\hat\kappa,a_p^\dagger]=\sum_q a_q^\dagger\kappa_{qp},\qquad [\hat\kappa,a_p]=-\sum_q\kappa_{pq}a_q. \tag{1}$$

Now set $a_p^\dagger(s)=e^{-s\hat\kappa}a_p^\dagger e^{s\hat\kappa}$. Since $\hat\kappa$ commutes with its own exponential,

$$\frac{d a_p^\dagger(s)}{ds}=-e^{-s\hat\kappa}[\hat\kappa,a_p^\dagger]e^{s\hat\kappa}=-\sum_q a_q^\dagger(s)\kappa_{qp}.$$

This is a linear equation for a row of operators. Its unique solution with the given starting value is that row times $e^{-s\kappa}$. At $s=1$,

$$\boxed{\,e^{-\hat\kappa}a_p^\dagger e^{\hat\kappa}=\sum_q a_q^\dagger U_{qp},\qquad U=e^{-\kappa}\,} \tag{2}$$

The new orbitals are $\tilde\phi_p=\sum_q\phi_qU_{qp}$. If orbital coefficients are stored in columns, the update is $C\leftarrow Ce^{-\kappa}$.

Equation (2) did not use $\kappa^\dagger=-\kappa$. That condition gives $U^\dagger=e^{-\kappa^\dagger}=e^{\kappa}=U^{-1}$, so the new orbitals are orthonormal.

Because $\hat\kappa|\mathrm{vac}\rangle=0$, also $e^{-\hat\kappa}|\mathrm{vac}\rangle=|\mathrm{vac}\rangle$. Inserting $e^{\hat\kappa}e^{-\hat\kappa}$ between the creation operators of a determinant replaces each $a_i^\dagger$ by its rotated form. A determinant therefore stays a determinant. Its overlap with another one, occupied set $J$ against $I$, is the signed sum over permutations of products of $U_{ji}$, which is the minor $\det U_{JI}$.

For two orbitals and $\hat\kappa=x(a_2^\dagger a_1-a_1^\dagger a_2)$, the matrix is $\kappa=xj$ with $j_{21}=1$, $j_{12}=-1$ and $j^2=-1$. Thus $e^{-xj}=\cos x-j\sin x$, and

$$\tilde a_1^\dagger=\cos x\,a_1^\dagger-\sin x\,a_2^\dagger. \tag{3}$$

## 2. Energy derivatives

Let $|0\rangle$ be any normalized reference, correlated or not, and $\langle\cdot\rangle$ its expectation value. The rotated state $e^{-\hat\kappa}|0\rangle$ has energy $E=f(1)$, where $f(s)=\langle e^{s\hat\kappa}He^{-s\hat\kappa}\rangle$. Each derivative adds one commutator:

$$f'(s)=\langle e^{s\hat\kappa}[\hat\kappa,H]e^{-s\hat\kappa}\rangle,\quad f''(s)=\langle e^{s\hat\kappa}[\hat\kappa,[\hat\kappa,H]]e^{-s\hat\kappa}\rangle .$$

Taylor expansion about $s=0$ gives

$$E=\langle H\rangle+\langle[\hat\kappa,H]\rangle+\tfrac12\langle[\hat\kappa,[\hat\kappa,H]]\rangle+\dots$$

Write $\hat\kappa=\sum_\mu x_\mu X_\mu$ with real $x_\mu$ and anti-Hermitian one-body $X_\mu$, and define $L_{\mu\nu}=\langle[X_\mu,[X_\nu,H]]\rangle$. The quadratic term is $\frac12\sum x_\mu x_\nu L_{\mu\nu}$. Differentiating it twice picks up both orders, so at $x=0$

$$\boxed{\,g_\mu=\langle[X_\mu,H]\rangle,\qquad H_{\mu\nu}=\tfrac12(L_{\mu\nu}+L_{\nu\mu})\,} \tag{4}$$

Both are real, since the commutator of an anti-Hermitian with a Hermitian operator is Hermitian.

Writing out the products and cancelling $X_\mu HX_\nu$ and $X_\nu HX_\mu$ gives

$$L_{\mu\nu}-L_{\nu\mu}=\langle[[X_\mu,X_\nu],H]\rangle. \tag{5}$$

By (1), $[X_\mu,X_\nu]$ is again a one-body operator, with matrix $[k^\mu,k^\nu]$ if $k^\mu$ is the matrix of $X_\mu$. The difference is thus a combination of gradient elements. It vanishes when the energy is stationary to all orbital rotations, but in general not before. For the random correlated state in the numerical output it reaches 1.652 in the dimensionless units used there, so the symmetrization matters.

Equation (4) holds at $x=0$. At finite $x$, the generators do not commute in general, and $\partial E/\partial x_\mu$ is not simply the commutator average in the rotated state. After a step one therefore updates $C$, transforms the integrals and restarts from $x=0$. For a correlated state with fixed expansion coefficients, the density matrices keep their numerical values when referred to the new orbitals, because the operators and the state are rotated by the same unitary.

## 3. Formulas with density matrices

Take

$$H=\sum_{rs}h_{rs}a_r^\dagger a_s+\tfrac12\sum_{rstu}\langle rs|tu\rangle a_r^\dagger a_s^\dagger a_ua_t,$$

with $D_{pq}=\langle a_p^\dagger a_q\rangle$ and $\Gamma_{pqrs}=\langle a_p^\dagger a_q^\dagger a_sa_r\rangle$. A commutator with $a_p^\dagger a_q$ acts on one factor at a time, replacing $a_r^\dagger$ by $\delta_{qr}a_p^\dagger$ and $a_t$ by $-\delta_{pt}a_q$. The two creation factors give equal contributions because $\langle rs|tu\rangle=\langle sr|ut\rangle$ and exchanging both operator pairs costs two signs. The same is true of the annihilation factors. The prefactor $\frac12$ cancels:

$$\begin{aligned}[a_p^\dagger a_q,H]={}&\sum_s h_{qs}a_p^\dagger a_s-\sum_r h_{rp}a_r^\dagger a_q\\&+\sum_{stu}\langle qs|tu\rangle a_p^\dagger a_s^\dagger a_ua_t-\sum_{rsu}\langle rs|pu\rangle a_r^\dagger a_s^\dagger a_ua_q.\end{aligned} \tag{6}$$

Define the generalized Fock matrix

$$F_{pq}=\sum_r h_{qr}D_{pr}+\sum_{stu}\langle qs|tu\rangle\Gamma_{pstu}. \tag{7}$$

The positive terms of (6) average to $F_{pq}$. Hermiticity of $h$, $D$, the integrals and $\Gamma$ turns the negative ones into $F_{qp}^*$, so

$$\langle[a_p^\dagger a_q,H]\rangle=F_{pq}-F_{qp}^*. \tag{8}$$

For $X=a_p^\dagger a_q-a_q^\dagger a_p$ the gradient is $2\,\mathrm{Re}(F_{pq}-F_{qp})$. For $X=i(a_p^\dagger a_q+a_q^\dagger a_p)$ it is $-2\,\mathrm{Im}(F_{pq}+F_{qp})$.

For the Hessian, (1) shows that $[\hat\kappa,H]$ has the same form as $H$, with integrals transformed one index at a time:

$$h'=\kappa h-h\kappa,$$

$$\begin{aligned}\langle pq|rs\rangle'=\sum_t\big(&\kappa_{pt}\langle tq|rs\rangle+\kappa_{qt}\langle pt|rs\rangle\\&-\langle pq|ts\rangle\kappa_{tr}-\langle pq|rt\rangle\kappa_{ts}\big).\end{aligned}$$

It is Hermitian, so (8) applies to it. With $\kappa=k^\nu$ and $F^\nu$ built from the primed integrals,

$$L_{\mu\nu}=\sum_{pq}k^\mu_{pq}\left(F^\nu_{pq}-F^{\nu *}_{qp}\right).$$

An iterative solver needs the product $\sum_\nu H_{\mu\nu}x_\nu$. Linearity and (5) give

$$\sum_\nu H_{\mu\nu}x_\nu=\langle[X_\mu,[\hat\kappa,H]]\rangle+\tfrac12\langle[[\hat\kappa,X_\mu],H]\rangle .$$

The first term uses one set of primed integrals for the whole trial vector; the second uses the ordinary $F$ and the matrix $[\kappa,k^\mu]$.

## 4. A single determinant

Let $i,j,k$ be occupied and $a,b$ empty. Then $D_{ij}=\delta_{ij}$, and for occupied indices $\Gamma_{pqrs}=\delta_{pr}\delta_{qs}-\delta_{ps}\delta_{qr}$; other elements vanish. With $\langle pq||rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle$ and the Fock matrix $f_{pq}=h_{pq}+\sum_k\langle pk||qk\rangle$, equation (7) gives $F_{ia}=f_{ai}$ and $F_{ai}=0$. For $X_{ai}=a_a^\dagger a_i-a_i^\dagger a_a$,

$$g_{ai}=-2\,\mathrm{Re}f_{ai}. \tag{9}$$

For the Hessian write $X_\mu=Q_\mu^\dagger-Q_\mu$, where $Q_\mu^\dagger=a_a^\dagger a_i$ and $\nu$ stands for $bj$. Since $Q_\mu|0\rangle=0$, we have $X_\mu|0\rangle=Q_\mu^\dagger|0\rangle$ and $\langle0|X_\mu=-\langle0|Q_\mu$. Also $Q_\nu Q_\mu^\dagger|0\rangle=\delta_{\mu\nu}|0\rangle$. The four terms of the double commutator become, with $E_0=\langle H\rangle$,

$$\begin{aligned}\langle X_\mu X_\nu H\rangle&=\langle Q_\mu Q_\nu H\rangle-\delta_{\mu\nu}E_0,\\-\langle X_\mu HX_\nu\rangle&=\langle Q_\mu HQ_\nu^\dagger\rangle,\\-\langle X_\nu HX_\mu\rangle&=\langle Q_\nu HQ_\mu^\dagger\rangle,\\\langle HX_\nu X_\mu\rangle&=\langle HQ_\nu^\dagger Q_\mu^\dagger\rangle-\delta_{\mu\nu}E_0.\end{aligned}$$

Their sum is $2\,\mathrm{Re}(A+B)_{\mu\nu}$, where $A_{\mu\nu}=\langle Q_\mu HQ_\nu^\dagger\rangle-\delta_{\mu\nu}E_0$ and $B_{\mu\nu}=\langle Q_\mu Q_\nu H\rangle$.

To evaluate $A$, use $\langle0|Q_\mu Q_\nu^\dagger=\delta_{\mu\nu}\langle0|$ to write $A_{\mu\nu}=-\langle Q_\mu[Q_\nu^\dagger,H]\rangle$, and insert (6) with $p=b$, $q=j$. Moving $a_a$ to the right until it meets the determinant leaves these contributions, in the order of (6):

- $-\delta_{ab}h_{ji}$
- $+\delta_{ij}h_{ab}$
- $-\delta_{ab}\sum_{stu}\langle js|tu\rangle\Gamma_{istu}=-\delta_{ab}\sum_k\langle jk||ik\rangle$
- $\sum_{su}(\langle as|bu\rangle-\langle sa|bu\rangle)\Gamma_{isju}=\delta_{ij}\sum_k\langle ak||bk\rangle+\langle aj||ib\rangle$

In $B$, the one-body part of $H$ cannot create two excitations. Writing $Q_\mu Q_\nu=a_i^\dagger a_j^\dagger a_ba_a$, the pair $a_ba_a$ selects $\delta_{ar}\delta_{bs}-\delta_{as}\delta_{br}$ and the other pair selects $\delta_{it}\delta_{ju}-\delta_{iu}\delta_{jt}$. The four terms are equal in pairs, which cancels the $\frac12$. Therefore

$$\begin{aligned}A_{ai,bj}&=\delta_{ij}f_{ab}-\delta_{ab}f_{ji}+\langle aj||ib\rangle,\\B_{ai,bj}&=\langle ab||ij\rangle,\qquad H_{ai,bj}=2\,\mathrm{Re}(A+B)_{ai,bj}.\end{aligned} \tag{10}$$

The Hartree–Fock condition $f_{ai}=0$ was not used.

Rotations among occupied orbitals multiply the determinant by a phase, the determinant of a unitary block; rotations among empty orbitals leave it unchanged. For such a generator $X_\mu|0\rangle=i\lambda|0\rangle$ and $\langle0|X_\mu=i\lambda\langle0|$ with real $\lambda$, so $\langle[X_\mu,Y]\rangle=0$ for any operator $Y$ and $L_{\mu\nu}=0$. By (5), $L_{\nu\mu}$ is then a combination of gradient elements. At a point stationary to all rotations, real and imaginary ($f_{ai}=0$), these directions therefore give zero rows in the Hessian, so they must be left out before Newton's equations are solved.

## 5. Two electrons on two sites

The model has hopping $t=1$ eV and on-site repulsion $U=3$ eV:

$$H=-t\sum_\sigma(a_{1\sigma}^\dagger a_{2\sigma}+a_{2\sigma}^\dagger a_{1\sigma})+U\sum_{s=1,2}n_{s\uparrow}n_{s\downarrow}.$$

Each spin $\sigma$ occupies $\cos\theta_\sigma\phi_1+\sin\theta_\sigma\phi_2$. The generator $a_{2\sigma}^\dagger a_{1\sigma}-a_{1\sigma}^\dagger a_{2\sigma}$ with parameter $x_\sigma$ changes $\theta_\sigma$ to $\theta_\sigma-x_\sigma$, by (3). The site occupations are $\cos^2\theta_\sigma$ and $\sin^2\theta_\sigma$, so

$$E=-t(\sin2\theta_\uparrow+\sin2\theta_\downarrow)+\tfrac U2(1+\cos2\theta_\uparrow\cos2\theta_\downarrow). \tag{11}$$

**Equal rotations.** With one $x$ for both spins, $g=-dE/d\theta$ and the second derivative are

$$g=4t\cos2\theta+U\sin4\theta,\qquad H=8t\sin2\theta-4U\cos4\theta.$$

At $\theta=30^\circ$, $g=2.000+2.598=4.598$ eV and $H=6.928+6.000=12.928$ eV. The commutators give the same values. The Newton step is $x=-4.598/12.928=-0.3557$ rad, which moves $\theta$ up to $50.38^\circ$. By (3), the site-1 creator becomes $0.937a_1^\dagger+0.348a_2^\dagger$. With the wrong sign in the exponential, $\theta$ would have gone down to $9.62^\circ$.

The next angles are $44.816^\circ$ and $45.00001^\circ$. The speed follows from the symmetry of $E$ about $45^\circ$, which removes the quadratic term from $dE/d\delta$; the alternation follows from the cubic and linear coefficients having opposite signs. With $\delta=\theta-\pi/4$,

$$\frac{dE}{d\delta}=4t\sin2\delta+U\sin4\delta\approx\alpha\delta+\beta\delta^3,$$

where $\alpha=8t+4U=20$ eV and $\beta=-(16t+32U)/3=-37.3$ eV. To leading order, Newton's method maps $\delta$ to $2\beta\delta^3/\alpha=-3.73\,\delta^3$: the error changes sign and is cubed.

**Independent rotations.** At $45^\circ$ the empty orbital lies $2t$ above the occupied one in the Fock matrix. For equal spins $\langle ai||ia\rangle=0$, so (10) gives $2(2t)=4t$. For opposite spins $A$ and $B$ each equal $U/2$, giving $2U$. Thus

$$\begin{pmatrix}4t&2U\\2U&4t\end{pmatrix}=\begin{pmatrix}4&6\\6&4\end{pmatrix}\ \text{eV},$$

with eigenvalues $4t+2U=10$ eV for equal rotations and $4t-2U=-2$ eV for opposite ones. The Newton search above converged to a saddle. Its single parameter saw the curvature $4+4+2\times6=20$ eV and could not detect the falling direction. In this model, with repulsive $U\ge0$, the symmetric determinant is a local minimum for $U<2t$ and a saddle for $U>2t$; at $U=2t$ the second derivative does not decide.

Setting $\theta_\uparrow=\pi/4-x$ and $\theta_\downarrow=\pi/4+x$ in (11) gives

$$E=-2t\cos2x+\tfrac U2\cos^22x.$$

At $x=0.1$ rad this is $-0.5193$ eV, against $-0.5200$ eV from the quadratic model. Between $x=0$ and $x=90^\circ$, the derivative $2\sin2x\,(2t-U\cos2x)$ vanishes only at $\cos2x=2t/U=2/3$, or $x=24.1^\circ$. The energy there is $-2t^2/U=-0.667$ eV, below the $-0.500$ eV of the symmetric determinant. The Hessian eigenvalues are now 3.33 and 8.67 eV, so this is a minimum with respect to the two angles.

The lower energy costs spin symmetry. For zero spin projection, $\langle S^2\rangle/\hbar^2$ is the squared norm of the state after the spin-raising operator has acted. That operator puts both electrons in spin-up orbitals whose overlap is $\cos2x$, so the norm squared is $1-\cos^22x=5/9=0.556$, instead of the singlet value 0.

Full diagonalization of this model gives $-1.000$ eV. The symmetric determinant misses 0.500 eV of this and the broken one 0.333 eV. At a stationary point, a positive definite orbital Hessian establishes a local minimum among the rotations included; it does not measure the correlation left out by a single determinant. The numerical output lists the Newton steps and the errors found in checks of the general formulas.

## Calculated quantities

```
GENERAL TESTS (5 spin orbitals, dimensionless integrals)
creation-operator transformation, max error: 8.5e-16
determinant overlaps against minors, max error: 3.2e-16
number of real rotation parameters: 25
gradient against finite differences, max error: 4.2e-08
Hessian against finite differences, max error: 1.4e-07
order dependence of double commutator, max: 1.652
density-matrix formulas, max error: 1.1e-15
single-determinant formulas, max error: 1.8e-15
HUBBARD DIMER
hopping t = 1.0 eV, repulsion U = 3.0 eV
Newton steps, equal rotation of both spins (x in rad):
 0: theta=30.00000 deg, E=0.142949 eV, g=4.59808 eV, H=12.92820 eV, x=-0.355662
    site-1 creator becomes 0.93742 c1 + 0.34821 c2
 1: theta=50.37796 deg, E=-0.412619 eV, g=-1.84658 eV, H=19.02355 eV, x=0.097068
 2: theta=44.81636 deg, E=-0.499897 eV, g=0.06410 eV, H=19.99885 eV, x=-0.003205
 3: theta=45.00001 deg, E=-0.500000 eV, g=-0.00000 eV, H=20.00000 eV, x=0.000000
 4: theta=45.00000 deg, E=-0.500000 eV, g=0.00000 eV, H=20.00000 eV, x=-0.000000
symmetric determinant, theta = 45 deg: E = -0.500000 eV
Hessian up-up 4.0000, up-down 6.0000 eV
Hessian eigenvalues: -2.0000 and 10.0000 eV
falling mode (up, down), overall sign free: (-0.7071, 0.7071)
opposite rotation x = 0.1 rad: E = -0.519337 eV, quadratic model -0.520000 eV
spin-broken minimum: x = 0.42053 rad = 24.095 deg
spin-broken determinant: E = -0.666667 eV
its Hessian eigenvalues: 3.3333, 8.6667 eV
<S^2>/hbar^2: symmetric 0.0000, broken 0.5556
full diagonalization of the model: E = -1.000000 eV
energy missed by symmetric determinant: 0.500000 eV
energy missed by broken determinant: 0.333333 eV
```
